# Tunnelling masses of the germanium L valleys at (100) and (111) contacts

## Result

Let $m_l$ and $m_t$ be the longitudinal and transverse masses of an L valley of germanium, $\mathbf u$ the unit vector along its axis, and $\mathbf n$ the unit normal of a planar contact. If the wave vector in the contact plane is conserved, the mass that governs tunnelling along $\mathbf n$ is

$$m_n=\frac{1}{\mathbf n^{T}W\mathbf n},\qquad \frac1{m_n}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t},\qquad \cos\theta=\mathbf u\cdot\mathbf n, \tag{1}$$

where $W$ is the inverse mass tensor. For the two faces,

- (100): all four valleys have $m_n=3m_lm_t/(2m_l+m_t)$;
- (111): the valley along the normal has $m_n=m_l$, and the other three have $m_n=9m_lm_t/(8m_l+m_t)$.

Thus the masses divide the valleys as 4 on (100) and as 1+3 on (111).

The derivation uses Hartree atomic units: $\hbar=e=m_0=1$. It assumes parabolic, unstrained valleys and a smooth potential that depends only on depth and does not mix valleys.

## The inverse mass tensor

Measure $\mathbf k$ from the L point. Its component along the axis is $\mathbf u\cdot\mathbf k$, and the squared length of the remainder is $k^2-(\mathbf u\cdot\mathbf k)^2$. Hence

$$E=\frac{(\mathbf u\cdot\mathbf k)^2}{2m_l}+\frac{k^2-(\mathbf u\cdot\mathbf k)^2}{2m_t}=\tfrac12\mathbf k^TW\mathbf k,$$

$$W=\frac{I}{m_t}+\Big(\frac1{m_l}-\frac1{m_t}\Big)\mathbf u\mathbf u^T. \tag{2}$$

Reversing $\mathbf u$ leaves $W$ unchanged. The points L and $-$L differ by a reciprocal lattice vector, so the eight $\langle111\rangle$ directions describe four valleys, with axes

$$A=[111],\quad B=[\bar111],\quad C=[1\bar11],\quad D=[11\bar1].$$

## Separating the normal motion

Write $\mathbf k=k_n\mathbf n+\mathbf q$, with $\mathbf q$ in the contact plane. In blocks, $W$ has the number $W_{nn}$, the two-component vector $\mathbf w$ that couples normal and in-plane motion, and the $2\times2$ block $W_{qq}$. With $c=\mathbf w\cdot\mathbf q$,

$$E=\tfrac12W_{nn}k_n^2+c\,k_n+\tfrac12\mathbf q^TW_{qq}\mathbf q .$$

Completing the square gives

$$E=\tfrac12W_{nn}\Big(k_n+\frac{c}{W_{nn}}\Big)^2+E_q,\qquad E_q=\tfrac12\mathbf q^T\Big(W_{qq}-\frac{\mathbf w\mathbf w^T}{W_{nn}}\Big)\mathbf q. \tag{3}$$

The matrix in $E_q$ is the inverse of a block of the mass tensor $M=W^{-1}$. Two blocks of $WM=I$ show this:

$$W_{nn}M_{nq}+\mathbf w^TM_{qq}=0,\qquad \mathbf wM_{nq}+W_{qq}M_{qq}=I.$$

The first gives $M_{nq}=-\mathbf w^TM_{qq}/W_{nn}$. Inserted in the second, it gives $(W_{qq}-\mathbf w\mathbf w^T/W_{nn})M_{qq}=I$. Therefore $E_q=\tfrac12\mathbf q^TM_{qq}^{-1}\mathbf q$, which is never negative.

In a barrier $V(x)$, $k_n$ becomes $-i\,d/dx$. Put $\psi=e^{-icx/W_{nn}}\varphi$. Differentiating the phase produces $-c/W_{nn}$, which cancels the shift in (3), and leaves

$$-\frac{W_{nn}}2\varphi''+V\varphi=(E-E_q)\varphi. \tag{4}$$

The cross term changes the phase of $\psi$, not its modulus. Equation (4) is a one-dimensional problem with mass $1/W_{nn}$ and normal energy $E_n=E-E_q$. At an energy $\delta$ below the local band edge, (3) gives

$$k_n=-\frac{c}{W_{nn}}\pm i\kappa,\qquad \kappa=\sqrt{2m_n(\delta+E_q)},\qquad m_n=\frac1{W_{nn}}.$$

At fixed $\delta$ the decay is slowest at $\mathbf q=0$. Taking $\mathbf n^TW\mathbf n$ from (2) gives (1).

The number $\mathbf n^TM\mathbf n$ answers another question. The velocity is $\mathbf v=W\mathbf k$, so $E=\tfrac12\mathbf v^TM\mathbf v$, and $\mathbf n^TM\mathbf n$ is the mass for a velocity along $\mathbf n$. In a tilted valley such a velocity requires a nonzero $\mathbf q$. The interface conserves $\mathbf q$, not the direction of the velocity. The two masses agree when $\mathbf n$ is a principal axis.

## The two faces

For (100), each axis has one component $\pm1/\sqrt3$ along the normal, so $\cos^2\theta=1/3$ and

$$\frac1{m_n}=\frac1{3m_l}+\frac2{3m_t}=\frac{m_t+2m_l}{3m_lm_t}.$$

For (111), valley $A$ has $\cos^2\theta=1$ and $m_n=m_l$. For the others, $\mathbf u\cdot\mathbf n=\pm(1+1-1)/3=\pm1/3$, so

$$\frac1{m_n}=\frac1{9m_l}+\frac8{9m_t}=\frac{m_t+8m_l}{9m_lm_t}.$$

If $m_l=m_t$, all these masses coincide. If $m_l\gg m_t$, the tilted valleys tend to $\tfrac32m_t$ on (100) and $\tfrac98m_t$ on (111): the light transverse direction carries the decay, while valley $A$ on (111) stays heavy.

The faces are linked by a sum rule. In $\sum\mathbf u\mathbf u^T$ each diagonal element is $4\times\tfrac13$, and each off-diagonal element has two positive and two negative terms that cancel. Thus $\sum\mathbf u\mathbf u^T=\tfrac43I$, and (2) gives, for any face,

$$\sum_{\text{valleys}}\frac1{m_n}=\frac43\Big(\frac1{m_l}+\frac2{m_t}\Big).$$

On (100) the four valleys share this sum equally. On a face with unequal masses, at least one valley must be lighter than the (100) value.

## Which valleys are equivalent

A quarter turn about [100] takes $(x,y,z)$ to $(x,-z,y)$. Up to the sign of the axis, it carries $A\to C\to B\to D\to A$. All four valleys are therefore equivalent on (100) as far as bulk tensors and a smooth planar potential are concerned. On (111), a threefold turn about the normal permutes $B$, $C$ and $D$ and leaves $A$ in place.

An atomically sharp (100) termination has less symmetry. The two sublattices of the diamond structure are displaced by $(a/4)(1,1,1)$, where $a$ is the lattice constant. A quarter turn restores the crystal only together with a translation that exchanges the sublattices. The normal part of that translation is $a/4$ plus a multiple of $a/2$, which is never zero, so the surface plane is moved. The half turn $(x,-y,-z)$ survives and exchanges $A$ with $B$ and $C$ with $D$. The remaining mirrors do not join these pairs.

The strict symmetry of an ideal sharp (100) interface is thus 2+2, although the four bulk masses remain equal. The pairs may couple differently to the metal. The centres of $A$ and $B$ differ by a vector along [100], so they share one in-plane wave vector, as do $C$ and $D$ up to a reciprocal lattice vector; a sharp interface can therefore mix the two valleys of a pair, which the smooth-potential model leaves out. On (111), $A$ shares its in-plane wave vector with Γ, and each tilted valley with an X point. On an ideal (111) termination the division remains 1+3.

## Counting the channels

A valley's current also depends on how many values of $\mathbf q$ it offers. The ellipse $\mathbf q^TM_{qq}^{-1}\mathbf q\le2E_q$ has area $2\pi E_q\sqrt{\det M_{qq}}$. Define $m_c=\sqrt{\det M_{qq}}$. The number of in-plane states per unit area and spin is then $m_cE_q/2\pi$. The cofactor rule $W_{nn}=\det M_{qq}/\det M$, with $\det M=m_lm_t^2$, gives

$$m_c=\sqrt{\frac{m_lm_t^2}{m_n}}. \tag{5}$$

A lighter tunnelling mass comes with more channels in that valley.

## A depletion barrier

Let $x$ be the distance from the metal, $N$ the density of ionized donors and $\varepsilon=\varepsilon_r/4\pi$. Full depletion means $V''=N/\varepsilon$, solved by

$$V=V_b(1-x/w)^2,\qquad w=\sqrt{2\varepsilon V_b/N}.$$

Energies are measured from the bulk band edge. In the leading exponential approximation $T=e^{-S}$, with $S=2\int\sqrt{2m_n(V-E_n)}\,dx$ over the forbidden region. Put $y=1-x/w$ and $e=E_n/V_b$:

$$S=2w\sqrt{2m_nV_b}\int_{\sqrt e}^1\sqrt{y^2-e}\,dy .$$

The integral is $\tfrac12[\sqrt{1-e}-e\,\mathrm{arcosh}(1/\sqrt e)]$. Also $w\sqrt{2m_nV_b}=2V_b\sqrt{m_n\varepsilon/N}$. Hence

$$S=\frac{V_b}{E_{00}}\Big[\sqrt{1-e}-e\,\mathrm{arcosh}\frac1{\sqrt e}\Big],\qquad E_{00}=\frac12\sqrt{\frac{N}{m_n\varepsilon}}. \tag{6}$$

Above the barrier top, $T$ is set to 1.

For a small bias, each spin and each $\mathbf q$ contributes $\int(dE/2\pi)\,T(-f')$ to the conductance, with $f$ the Fermi function. Summing both spins and using $d^2q/(2\pi)^2\to m_c\,dE_q/2\pi$,

$$G=\sum_{\text{valleys}}\frac{m_c}{2\pi^2}\int_0^\infty dE_n\,T(E_n)\int_0^\infty dE_q\,[-f'(E_n+E_q)].$$

The inner integral is $f(E_n)$, so

$$G=\sum_{\text{valleys}}\frac{m_c}{2\pi^2}\int_0^\infty T(E_n)f(E_n)\,dE_n. \tag{7}$$

This is a conductance per area in units of $e^2/\hbar$ per squared bohr. The contact resistivity is $\rho_c=1/G$.

## Worked example: heavily doped n-germanium

Take the rough values $m_l=1.6$, $m_t=0.08$, $\varepsilon_r=16$, a barrier of 0.55 eV, an active doping of $5\times10^{19}\ \mathrm{cm^{-3}}$ and 300 K. All are held fixed when the faces are compared. The masses are

$$m_{100}=\frac{3(1.6)(0.08)}{3.2+0.08}=0.117,\qquad m_{111}^{\rm tilted}=\frac{9(1.6)(0.08)}{12.8+0.08}=0.089,$$

and $m_{111}^{A}=1.6$, in units of $m_0$. The velocity mass $\mathbf n^TM\mathbf n$ of a (100) valley would be 0.587, five times too large for this purpose.

The Fermi level lies 0.0835 eV above the bulk band edge. Thus $V_b=0.55+0.0835=0.6335$ eV, the depletion width is 4.73 nm, and the peak field $2V_b/w$ is 2.68 MV/cm. This is far above the roughly 0.1 MV/cm at which lightly doped germanium breaks down, but it is a built-in field acting over a few nanometres, with a total drop slightly below the band gap; the results apply to small bias only. Band-gap narrowing and nonparabolicity at this doping are left out. At the Fermi level $e=0.0835/0.6335=0.132$, and the bracket in (6) is 0.711. For (100), $E_{00}=0.0959$ eV and

$$S=\frac{0.6335}{0.0959}\times0.711=4.70,\qquad e^{-S}=9.1\times10^{-3}.$$

The tilted (111) valleys have $S=4.11$ and $e^{-S}=1.65\times10^{-2}$. Valley $A$ has $S=17.4$ and $e^{-S}=2.9\times10^{-8}$.

From (5), the channel masses are $4\times0.2957=1.183$ on (100) and $3\times0.3384=1.015$ for the tilted (111) valleys. Valley $A$ adds 0.080. At the Fermi level, (111) therefore conducts better by

$$\frac{1.015}{1.183}\times\frac{1.65\times10^{-2}}{9.1\times10^{-3}}\approx1.55.$$

The full integral (7) gives $\rho_c=9.2\times10^{-8}\ \Omega\,\mathrm{cm^2}$ on (100) and $5.9\times10^{-8}\ \Omega\,\mathrm{cm^2}$ on (111), also a factor of 1.55. The lighter mass outweighs the loss of one useful valley.

This order depends on the thickness of the barrier. Since $S\propto\sqrt{m_n}$, the exponents differ by $0.126\,S_{100}$, while the channel ratio costs $\ln(1.183/1.015)=0.153$. In this Fermi-level estimate (111) wins for $S_{100}$ above about 1.2. That crossing is only indicative, because $e^{-S}$ is a poor approximation there. If the barrier is lowered at fixed doping, the full integral (7) with all valleys crosses near $S_{100}=1.0$, and the wave solution described below near 0.5. With perfect transmission in every channel, (100) would lead by $1.183/1.095$, or 8%.

Valley $A$ carries a fraction $4\times10^{-6}$ of the (111) conductance, more than its Fermi-level transmission suggests. Differentiating (6) gives

$$-\frac{dS}{dE_n}=\frac{1}{E_{00}}\mathrm{arcosh}\frac1{\sqrt e}.$$

At the Fermi level the arcosh is 1.67. For valley $A$, $E_{00}=0.0259$ eV, so $T$ grows at 64 per eV. This exceeds $1/kT=39$ per eV, the rate at which $f$ falls in its tail. The product $Tf$ therefore peaks well above the Fermi level, and these electrons tunnel with thermal assistance. For the light valleys the growth rates are 15 to 17 per eV, and the current stays close to the Fermi level. The fraction for valley $A$ is a model value: the image force alone raises it about fourfold, and mixing with the Γ valley, which has the same in-plane wave vector on (111), is left out.

## How far the numbers can be trusted

Each line below changes one assumption of the base model. Resistivities are in $10^{-8}\ \Omega\,\mathrm{cm^2}$.

| Model | (100) | (111) | (111)/(100) |
|---|---:|---:|---:|
| Base | 9.2 | 5.9 | 0.65 |
| Image force | 5.7 | 3.9 | 0.68 |
| Two-band decay | 6.4 | 4.3 | 0.67 |
| Screened barrier foot | 14.4 | 9.0 | 0.62 |
| Full wave transmission | 3.9 | 2.4 | 0.62 |

The image force adds $-1/(4\varepsilon_rx)$ to $V$. Two-band decay replaces the depth $\delta$ by $\delta(1-\delta/E_L)$ in the tilted valleys, with a rough direct gap $E_L=2.0$ eV at L. The screened foot keeps the mobile electrons in the space charge. The last line solves (4) instead of using $e^{-S}$, with a stand-in metal of normal velocity $1.5\times10^6$ m/s on both faces. This line depends on that choice: for velocities from $0.3$ to $2\times10^6$ m/s the (100) value lies between about 3.9 and 7.5 and the ratio between 0.60 and 0.70. These changes move the resistivity by up to a factor of 2.4, but the ratio between the faces much less. They have not been combined. Electrons in the Γ valley, taken 0.14 eV higher with mass 0.04, would add about 0.6% on (100) and 0.4% on (111) with parabolic decay. The barrier reaches deep into the direct gap at Γ, roughly 0.8 eV, and two-band decay there doubles these shares, to about 1% at most. The share grows if the metal supplies the L valleys poorly.

Conservation of $\mathbf q$ also places a demand on the metal. The in-plane wave vector of the valley centre, measured from the zone centre, is 7.85 nm⁻¹ on (100). On (111) it is 9.06 nm⁻¹ for the tilted valleys and zero for $A$. A free-electron metal needs in-plane kinetic energies of 2.35 eV and 3.13 eV to supply the two nonzero values. These are values at the valley centres. The occupied states extend furthest along the projected valley axis, where the in-plane mass is $m_t+(m_l-m_t)\sin^2\theta$: 1.09 on (100) and 1.43 for the tilted (111) valleys. With $E_q=0.0835$ eV they reach 1.5 and 1.8 nm⁻¹ from the centre, so the states nearest the zone centre need only about 1.5 eV and 2.0 eV. If the width of the metal's occupied band lay between these two energies, and the interface supplied no in-plane momentum, the tilted (111) valleys would be blocked apart from a thermal tail, while part of each (100) valley stayed open. The advantage of (111) would then be lost. It can shrink or vanish even before the valleys are blocked: a metal whose occupied band is only slightly wider than 3.13 eV has little kinetic energy left for motion along the normal at the tilted (111) valley centres, and such slow states transmit poorly. For a free-electron metal matched to (4) at this barrier, the ratio (111)/(100) is about 0.65 to 0.67 for a band 5.5 eV wide and 0.7 to 0.9 at 4 eV, and it passes 1 somewhere between 3 and 4 eV. The ranges depend on whether a valley state couples to the metal near one or the nearer of the two equivalent valley centres. Equal tunnelling masses do not guarantee equal access to the metal.

In real n-germanium contacts, barriers of roughly 0.5 to 0.6 eV are typical, because the Fermi level is pinned near the valence band. An active doping of $5\times10^{19}\ \mathrm{cm^{-3}}$ is at the high end. If half of it were active, with $V_b$ and $e$ held fixed, $S$ on (100) would rise from 4.70 to $4.70\sqrt2=6.65$, and the transmission would fall about sevenfold. Recomputing $V_b$ and $e$ for the lower doping makes the fall about elevenfold. Incomplete activation can therefore outweigh the choice of face. Real interfaces also contain discrete dopants, roughness, strain and sometimes interlayers. Dopants and roughness break the conservation of $\mathbf q$ on which $m_n=1/W_{nn}$ rests, and their effect is not sized here. The preference for (111) holds for a clean planar contact with equal doping and barrier on both faces, a barrier as thick as this one, and a metal that can supply the required wave vectors with ample kinetic energy left for the normal motion. The numerical output below gives the values in more detail.

## Computed values

```
longitudinal, transverse mass: 1.60, 0.080 m0
(100) tunnelling mass, 4 valleys: 0.1171 m0
(111) tunnelling mass, 1 valley: 1.6000 m0
(111) tunnelling mass, 3 valleys: 0.0894 m0
(100) oblique valley, wrong choice n.M.n: 0.5867 m0
(111) oblique valley, wrong choice n.M.n: 0.2489 m0
sum of inverse masses (100), (111): 34.167, 34.167 1/m0
(100) orbits, bulk tensors: [4]; sharp interface: [2, 2]
(111) orbits, bulk tensors: [1, 3]; sharp interface: [1, 3]
channel mass per valley (100): 0.2957 m0
channel mass (111) heavy, oblique: 0.0800, 0.3384 m0
channel mass summed (100), (111): 1.183, 1.095 m0
doping: 5.0e+19 cm^-3; relative permittivity: 16.0
barrier: 0.55 eV; temperature: 300 K
thermal energy kT: 0.0259 eV
Fermi level above bulk band edge: 0.0835 eV
band bending: 0.6335 eV
depletion width: 4.733 nm
peak field: 2.68 MV/cm
(100) all: E00 0.0959 eV, S at Fermi level 4.699, exp(-S) 9.109e-03
(111) heavy: E00 0.0259 eV, S at Fermi level 17.370, exp(-S) 2.860e-08
(111) oblique: E00 0.1097 eV, S at Fermi level 4.107, exp(-S) 1.646e-02
heavy valley share of (111) conductance: 3.82e-06
contact resistivity (100), (111) in ohm cm^2, and ratio (111)/(100):
  base model: 9.179e-08, 5.923e-08, 0.645
  with image force: 5.744e-08, 3.930e-08, 0.684
  with two-band L: 6.356e-08, 4.261e-08, 0.670
  with screened foot: 1.442e-07, 8.994e-08, 0.624
  with full waves: 3.929e-08, 2.436e-08, 0.620
L-point direct gap used in two-band check: 2.0 eV
stand-in metal normal velocity: 1.5e+06 m/s
Gamma valley: offset 0.14 eV, mass 0.04 m0
Gamma current / L current (100), (111): 5.56e-03, 3.59e-03
lattice constant: 0.566 nm
(100) valley [1, 1, 1]: in-plane k 7.85 1/nm, free-electron energy 2.35 eV
(111) valley [1, 1, 1]: in-plane k 0.00 1/nm, free-electron energy 0.00 eV
(111) valley [-1, 1, 1]: in-plane k 9.06 1/nm, free-electron energy 3.13 eV
largest tilted-wave versus scalar-mass difference: 5.6e-05
```
